# One ferroelectric wall from antiperiodic boundaries: method and check against pairs

## Two cells by hand

Take two neighbouring cells of a ferroelectric, with polarizations $p_1$ and $p_2$ measured in units of the spontaneous value. Each cell prefers $p=\pm1$ and pays $(1-p^2)^2/4$ for any other value. Each pair of neighbours pays $\kappa/2$ times the square of their difference. Now close the two-cell chain with a sign flip: the cell after $p_2$ is $-p_1$. The energy is

$$E=\tfrac14(1-p_1^2)^2+\tfrac14(1-p_2^2)^2+\tfrac{\kappa}{2}(p_2-p_1)^2+\tfrac{\kappa}{2}(-p_1-p_2)^2 .$$

The cross terms of the two bonds cancel, and the bonds together give $\kappa(p_1^2+p_2^2)$. The cells therefore decouple, and each one minimizes $\frac14(1-p^2)^2+\kappa p^2$. Setting the derivative $-p(1-p^2)+2\kappa p$ to zero gives $p^2=1-2\kappa$ for $\kappa<1/2$. The energy per cell is then $\kappa^2+\kappa(1-2\kappa)=\kappa-\kappa^2$, so

$$E_{\rm anti}(2)=2\kappa-2\kappa^2 .$$

For $\kappa=0.2$ this is $0.320$. The isolated wall in an infinite chain has energy $0.328$ in the same units, so two cells already come within 3% of it.

The choice $p_1=p_2=p$ looks like a uniform state, but the flipped bond joins $p$ to $-p$: the wall sits on that bond, called the seam. The choice $p_1=-p_2$ has the same energy and puts the wall on the other bond.

Compare a periodic ring of four cells $(p,p,-p,-p)$, which has two walls. Four cells and two unequal bonds give

$$E_{\rm pair}(4)=(1-p^2)^2+2\cdot\tfrac{\kappa}{2}(2p)^2=(1-p^2)^2+4\kappa p^2 .$$

This is twice the two-cell energy $\frac12(1-p^2)^2+2\kappa p^2$ for every $p$, hence also at the minimum. The factor of two holds although the walls are only two cells apart. Wide separation is needed for something else: to bring $0.320$ up to $0.328$.

The small example also shows where the two calculations differ. Add the same small amount to all four cells of the ring. No bond changes, and the curvature per cell is $3p^2-1=2-6\kappa$, which is negative for $\kappa>1/3$. One domain then grows at the expense of the other, and the pair is unstable. In the antiperiodic chain the curvature of each cell is $3p^2-1+2\kappa=2-4\kappa$, positive up to $\kappa=1/2$. Between these values the antiperiodic wall is a minimum while the pair is a saddle, with energies still in the ratio one to two.

## The general model

Let the wall be normal to $x$, with the polarization $P$ parallel to the wall and uniform within each lattice plane. There is then no bound charge on the wall. The energy of one column of cells, each of volume $v$, is

$$F=v\sum_i\left[-\tfrac{\alpha}{2}P_i^2+\tfrac{\beta}{4}P_i^4+\tfrac{K}{2}(P_{i+1}-P_i)^2\right].$$

The wells lie at $P_s^2=\alpha/\beta$. Put $P_i=P_sp_i$ and $K=\kappa\alpha$, and use $\beta P_s^4=\alpha P_s^2$. Measured from the uniform state, whose energy is $-\alpha P_s^2v/4$ per cell, the energy is $\alpha P_s^2v$ times

$$E=\sum_i\left[\tfrac14(1-p_i^2)^2+\tfrac{\kappa}{2}(p_{i+1}-p_i)^2\right].$$

The barrier for switching one cell uniformly is $E=1/4$, so the energy unit is four times that barrier.

The antiperiodic condition is $p_{i+N}=-p_i$. Zero energy would need $|p_i|=1$ everywhere and equal neighbours everywhere, which the sign flip forbids, so the wall cannot relax away. It can, however, be squeezed out of shape. About $p=0$ the softest antiperiodic mode has curvature $-1+\kappa[2-2\cos(\pi/N)]$. If this is positive, the state $p=0$ is locally stable and the cell is too short for the wall.

### Doubling

Given an antiperiodic solution $p_1,\dots,p_N$, build a ring of $2N$ cells from $(p_1,\dots,p_N,-p_1,\dots,-p_N)$. The derivative of the energy with respect to $p_i$ is

$$g_i=p_i^3-p_i+\kappa(2p_i-p_{i+1}-p_{i-1}).$$

It changes sign when all polarizations do. If it vanishes in the first half, it vanishes in the second, so the doubled state is stationary. Every cell term and bond term occurs twice with equal value, because both are even in $p$. Therefore

$$E_{\rm pair}(2N)=2E_{\rm anti}(N)$$

at every $N$, for equally spaced walls on the same solution branch. The proof uses evenness and translation invariance and would survive longer-ranged couplings with these properties.

Stability does not carry over. The curvature matrix depends on $p_i^2$, which repeats after $N$ cells, so the modes of the ring split into $\delta_{i+N}=-\delta_i$ and $\delta_{i+N}=+\delta_i$. The antiperiodic calculation contains the first set. Growth of one domain at the cost of the other belongs to the second.

A numerical case is $\kappa=4$, $N=12$. The lowest antiperiodic mode has curvature $1.4\times10^{-6}$, a nearly free shift of the wall, while the lowest mode of the other set has $-0.020$. A pair started with domains of 14 and 10 cells did annihilate and ended at zero energy to within rounding. The antiperiodic wall kept its energy of $1.873$. For wide, weakly pinned walls in cells of moderate length this is the practical reason to use the antiperiodic cell. The instability fades as the walls separate: at $\kappa=4$ the lowest mode of the second set is $-7.7\times10^{-5}$ at $N=20$ and is positive at $N=28$, where the lattice pinning holds the pair.

## The relaxation

1. Store $N$ numbers. Take the right neighbour of the last cell as $-p_1$ and the left neighbour of the first as $-p_N$. Start from $p_i=1$, which puts a sharp wall on the seam.
2. Compute the forces $g_i$ and the curvature matrix $H$. Its diagonal is $3p_i^2-1+2\kappa$, its neighbour elements are $-\kappa$, and its two corner elements are $+\kappa$ because of the flip (for $N>2$).
3. Find the eigenvalues $\lambda_n$ and eigenvectors $u_n$ of $H$, and step by
$$\Delta p=-\sum_n\frac{u_n\cdot g}{\max(|\lambda_n|,\delta)}\,u_n,\qquad \delta=10^{-3}.$$
4. Halve the step until the energy does not rise beyond rounding. Repeat until the largest $|g_i|$ is below $10^{-12}$.
5. Inspect the eigenvalues of $H$ at the end.

The step points downhill because $g\cdot\Delta p=-\sum_n(u_n\cdot g)^2/\max(|\lambda_n|,\delta)<0$. Near a minimum with all $\lambda_n>\delta$ it is the ordinary Newton step. The floor $\delta$ caps the step along a nearly free shift of the wall. This matters for very wide walls: at $\kappa=8$, $N=60$ a noisy start converges in five steps with the floor, while without it steps of up to $10^{-3}$ still occur after the forces have fallen below $10^{-7}$. The price is slow convergence along any mode with $\lambda_n\ll\delta$. For $\kappa=4$, $N=12$ the symmetric start $p_i=1$ converges in five steps, because it never excites the shift, while a start with random noise of $0.05$ needs several thousand. Here the floor is set too high: with $\delta=10^{-8}$ the same noisy start converges in 14 steps.

Step 5 is needed because of symmetry. Start with one cell at $p=0$ and the wall centred on it. The energy is unchanged by reflection about that cell combined with $p\to-p$, so the forces share this symmetry and, apart from rounding, no step can break it. The search ends on a state with vanishing forces that is not a minimum. In the two-cell chain this state is $(0,p)$, with energy $\frac14+\kappa-\kappa^2$. It lies above the minimum by

$$\tfrac14-\kappa+\kappa^2=\left(\tfrac12-\kappa\right)^2,$$

or $0.09$ at $\kappa=0.2$. The curvature of the empty cell is $-1+2\kappa=-0.6$. In the two-cell chain, the energy difference $(\frac12-\kappa)^2$ is the barrier the lattice puts in the way of a wall that moves rigidly from one bond to the next. For an isolated wall it is only an estimate for small $\kappa$: the barrier in a long chain is $0.104$ against $0.09$ at $\kappa=0.2$, but $0.038$ against $0.01$ at $\kappa=0.4$.

A comparison with a pair must therefore use walls of one kind. For a ring with one wall on a bond and one on a plane, widely separated, half the ring energy is the mean of the two isolated-wall energies.

## How long must the cell be?

Far from the wall write $p_i=1-w_i$ with small $w_i$. Then

$$p_i^3-p_i=-2w_i+3w_i^2-w_i^3 ,$$

and to first order the condition $g_i=0$ becomes

$$2w_i+\kappa(2w_i-w_{i+1}-w_{i-1})=0 .$$

Inserting $w=Ae^{-qx}$, with $x$ the distance from the wall centre in cells, gives $2+2\kappa-2\kappa\cosh q=0$, so

$$\cosh q=1+\frac1\kappa .$$

For $\kappa=0.2$, $\cosh q=6$ and $q=2.478$: the disturbance falls by a factor of about 12 per cell. The amplitude $A$ depends on the nonlinear core and is read from the relaxed profile.

Now take even $N=2M$ and look at one side of the wall, cells $1$ to $M$, with $x_M=M-\frac12$. In the finite cell, symmetry makes $w_{M+1}=w_M$, so the bond beyond cell $M$ costs nothing. In the infinite chain, cell $M$ is also attached to an outer tail. Let $T(w)$ be the energy of that tail, including its first bond, when $w_M=w$. The force on its end is

$$T'(w)=\kappa(w_M-w_{M+1})=\kappa(1-e^{-q})w,\qquad T=\tfrac{\kappa}{2}(1-e^{-q})w^2 .$$

Let $G(w)$ be the least energy of cells $1$ to $M$ at fixed $w_M=w$. In the infinite chain $G'=-T'$. For the curvature of $G$, displace cell $M$ by a small amount. The inner cells follow with a factor $e^{-q}$ per cell, if the return from the distant wall is neglected. Hence

$$G''=2+\kappa(1-e^{-q})=\kappa(e^q+e^{-q}-2)+\kappa(1-e^{-q})=\kappa(e^q-1),$$

where $2=\kappa(2\cosh q-2)$ was used. Removing the tail saves $T$, and the freed end relaxes by a further $G'^2/(2G'')$. The energy of this half drops by

$$\tfrac{\kappa}{2}(1-e^{-q})w^2\left[1+\frac{1-e^{-q}}{e^q-1}\right]
=\tfrac{\kappa}{2}(1-e^{-2q})w^2=\kappa e^{-q}\sinh q\;w^2,$$

since the fraction equals $e^{-q}$. With $w^2=A^2e^{-2q(M-1/2)}=A^2e^{q}e^{-qN}$ and two halves,

$$E_{\rm anti}(N)= s-V(N),\qquad V(d)=2\kappa A^2\sinh q\;e^{-qd},$$

to leading order in $e^{-qN}$, where $s$ is the isolated-wall energy. The derivation is for even $N$; the table below supports the formula at odd $N$ too.

The doubled ring has two gaps of length $N$ and energy $2s-2V(N)$, so each gap contributes $-V$: in this short-ranged model, neighbouring walls attract. For unequal gaps held by the lattice, adding the contributions gives $2s-V(d_1)-V(d_2)$.

The law can be tried on the two-cell chain. With $A=0.696$ and $\sinh q=\sqrt{35}=5.916$,

$$V(2)=2(0.2)(0.696)^2(5.916)e^{-4.956}=0.0081 ,$$

and $0.3281-0.0081=0.3200$, the value found by hand.

## The wide-wall limit

For large $\kappa$ the profile varies slowly and the sum becomes an integral. The condition $\kappa p''=p^3-p$, multiplied by $p'$ and integrated from the far domain, gives $\frac{\kappa}{2}p'^2=\frac14(1-p^2)^2$. Thus $p=\tanh(x/w_0)$ with $w_0=\sqrt{2\kappa}$. The two energy terms are equal, and

$$s_0=\int\kappa p'^2dx=\sqrt{\tfrac{\kappa}{2}}\int_{-1}^{1}(1-p^2)\,dp=\frac{2\sqrt2}{3}\sqrt\kappa .$$

The lattice enters first through the finite difference. About the middle of a bond, $p_{i+1}-p_i\simeq p'+p'''/24$, whose square is $p'^2+p'p'''/12$. Integrating by parts turns the last term into $-p''^2/12$. To first order the profile may be left unchanged. With $t=\tanh(x/w_0)$,

$$\int p''^2dx=\frac{4}{w_0^3}\int_{-1}^{1}t^2(1-t^2)\,dt=\frac{16}{15\,w_0^3},\qquad
s\simeq s_0-\frac{\kappa}{24}\,\frac{16}{15\,w_0^3}.$$

At $\kappa=8$ this gives $2.66111$, against $2.66106$ from the relaxed lattice. At $\kappa=0.2$ the continuum value $s_0$ is 29% above the lattice value: a wall about one cell wide needs the lattice calculation.

## A wall with hafnia-like parameters

Take a cubic cell of edge $0.5$ nm, $P_s=50\ \mu\mathrm{C/cm^2}$, a uniform switching barrier of $0.1$ eV per cell, and $\kappa=0.2$. The energy unit is $4\times0.1=0.4$ eV. From the wall outwards the polarization magnitudes are $40.2$, $49.2$, $49.9$ and $50.0\ \mu\mathrm{C/cm^2}$, so the wall is confined to about one plane on each side. The tail length is $0.5/2.478=0.20$ nm.

With $N=40$ the search took five steps from the sharp start, and the lowest curvature was $1.10$, so the state is a minimum. The reduced energy is $0.328105$, or $0.328105\times400=131.2$ meV per column. Each column has a cross-section of $0.25\ \mathrm{nm^2}$, and $1\ \mathrm{eV/nm^2}=160.2\ \mathrm{mJ/m^2}$, so

$$\sigma=\frac{0.1312}{0.25}\times160.2=84.1\ \mathrm{mJ/m^2}.$$

A chain with ends fixed at $p=\pm1$, solved from the balance of forces without any ring, gives the same reduced energy to nine decimals.

For the pair comparison, rings of $2N$ cells were relaxed by a different minimizer. Their starts carried random noise of standard deviation $0.05$ in $p$, so the two halves were not copies of each other. Energies are in meV per column:

| $N$ | antiperiodic | half pair | $s-E_{\rm anti}$ | $V(N)$ |
|---|---|---|---|---|
| 4 | 131.21928 | 131.21928 | 0.022746 | 0.022742 |
| 5 | 131.24011 | 131.24011 | 0.0019086 | 0.0019085 |
| 6 | 131.24186 | 131.24186 | 0.00016016 | 0.00016016 |

The second and third columns agree at each $N$; the approach to the isolated wall is a separate matter, described by the last two. The many digits test the method and do not express the accuracy of the model. An unequal pair with gaps of 5 and 9 cells lies $0.0019087$ meV below two isolated walls, against $0.0019086$ from the law. This checks mainly the shorter gap, since the longer one contributes far less.

The wall centred on a plane costs $172.7$ meV, so rigid motion meets a barrier of $172.7-131.2=41.5$ meV per column. The two-cell estimate was $0.09\times400=36$ meV. A ring with one wall of each kind gives half the pair energy as $152.0$ meV, the mean of $131.2$ and $172.7$.

### When a bias field is present

A uniform field $h$, in units of $\alpha P_s$, adds $-hp_i$ to each cell, and evenness is lost. Here $\alpha P_s=10.25$ MV/cm, so a built-in field of $0.5$ MV/cm means $h=0.0488$. To first order the wells split by $2h$, or $39.0$ meV per cell.

In the periodic ring, each added cell of separation adds one cell to the unfavourable domain. Half the pair energy, measured from the favoured uniform state, therefore grows by half the splitting, $19.5$ meV per cell, and has no limit at wide separation. This presumes that the lattice pins the walls against the field, which holds up to about $h=0.16$ at $\kappa=0.2$ but only to about $h=0.02$ at $\kappa=0.6$. The antiperiodic chain fails differently: its flipped image feels a reversed field. The result then depends on where the seam lies relative to the wall. Separating them by five cells, with $N=10$, changed the energy by $186$ meV.

Five splittings would be $195$ meV. The difference is mostly the field energy of the reduced polarization at a wall on the seam, $h\sum(1-|p_i|)\simeq0.0488\times0.43$, or $8.4$ meV. Without a field the seam can be moved freely.

### The model beside real hafnia

The cell edge and polarization are of the size found for the polar orthorhombic phase; the barrier and $\kappa$ are round, rough choices. The model's uniform switching field is $3.9$ MV/cm, whereas films switch at roughly 1 to 2 MV/cm. Real films need not switch uniformly, so the two fields are not the same quantity. Real hafnia also has nonpolar layers between polar ones, several kinds of wall, and strain, all of which the scalar model omits. First-principles studies report walls along the nonpolar layers with energies near zero or even negative. Without electrostatic terms, a positive $\kappa$ cannot give a negative energy, and gives one near zero only for $\kappa$ far below $0.2$ (about $2.6\ \mathrm{mJ/m^2}$ at $\kappa=0.005$), so $84\ \mathrm{mJ/m^2}$ is a property of the model and not a prediction for hafnia. The coupling is only a rough choice, and the result depends strongly on it. With the other parameters fixed, halving $\kappa$ gives $46$ and doubling it $140\ \mathrm{mJ/m^2}$. A second-neighbour coupling of $0.1\kappa$, evaluated on the unrelaxed profile, adds 20%.

Temperature matters less, but visibly. At 358 K, classical harmonic fluctuations, with the same $\kappa$ acting within the planes, lower the wall free energy by $14$ meV per column, or 11%. The model fixes no mass, so the classical limit is an assumption: the quantum harmonic value is still about $14$ meV if the softest bulk mode has an energy of 13 meV, but $15.5$ meV for 30 meV and $17.8$ meV for 50 meV. The rms fluctuation in a bulk cell is $7.9\ \mu\mathrm{C/cm^2}$, 16% of $P_s$, so the harmonic treatment is itself approximate: anharmonic terms lower the wall free energy by about a further 2 meV per column.

In a 10 nm film with an assumed total screening length $\ell=0.01$ nm, the depolarizing field is $P_s\ell/(\epsilon_0d)=0.56$ MV/cm. If this field followed the local polarization, it would replace $\alpha$ by $\alpha-\ell/(\epsilon_0d)$ and lower the wall energy by 7%. The local rule ignores the stray field that closes through the film near the wall, whose weight grows with the film permittivity and also depends on the thickness: at permittivity 30 it lowers the wall energy by about 13, 9 and 6 meV per column in films of 5, 10 and 20 nm, which is $0.80$, $1.12$ and $1.45$ times the local shift when that is computed with $\ell/[\epsilon_0(d+\epsilon\ell)]$ for film permittivity $\epsilon$. These values take $P$ constant across each cell; a smooth surface charge gives about 11, 8 and 6 meV. For polarization uniform through the thickness, the full electrostatic shift is still about 7% at permittivity 1 but about 14% at permittivity 30, so the local rule gives a size and not a correction. The permittivity meant here is the background not already carried by $P$. The model's own polarization has a susceptibility $1/(2\alpha\epsilon_0)\approx27.5$ along the polar axis, so a background of 30 in that direction counts this response twice; with 3 along $P$ and 30 across it the shift is about 11%. All these shifts are modest only because $\ell$ is small. With the same permittivities and thickness the wall energy falls from 117 meV per column at $\ell=0.01$ nm to 71 at $0.03$ nm and 14 at $0.05$ nm, and it is negative at $0.08$ nm, where the film gains energy by forming domains. The stray field in such a film also couples the walls over several nanometres, a range set by the film thickness, and it makes them repel. For fixed stripes six cells wide, a simple electrostatic estimate raises the energy per wall by about $0.04$ meV per column if the film permittivity is 1 and by about $1.3$ meV if it is 30 ($1.5$ meV with 3 along $P$ and 30 across), against $V(6)=0.00016$ meV. The exponential law for the cell length, and the attraction it implies, therefore apply only where such long-ranged fields are absent.

## Computed values

```
cell edge 0.5 nm; Ps 50.0 uC/cm2; barrier 0.1 eV/cell
kappa 0.2; energy unit 0.400 eV per cell
alpha 2.0508e+09 V m/C; gradient coeff. 1.025e-10 V m3/C
field unit alpha*Ps 10.254 MV/cm
uniform switching field 3.947 MV/cm
Newton iterations 5; lowest Hessian eigenvalue 1.10029
P in first 4 planes from wall (uC/cm2): [40.1513 49.1556 49.929  49.994 ]
isolated wall, antiperiodic N=40: 0.328105054 reduced
isolated wall, fixed-end chain:   0.328105054 reduced
wall energy 131.2420 meV per column = 84.109 mJ/m2
tail rate q: formula 2.477889, measured 2.477888 per cell
tail length 0.2018 nm; tail amplitude A 0.69600
N | antiperiodic | half pair | deficit | law V(N), all meV per column
4 | 131.2192753 | 131.2192753 | 2.2746e-02 | 2.2742e-02
5 | 131.2401129 | 131.2401129 | 1.9086e-03 | 1.9085e-03
6 | 131.2418613 | 131.2418613 | 1.6016e-04 | 1.6016e-04
7 | 131.2420080 | 131.2420080 | 1.3441e-05 | 1.3441e-05
8 | 131.2420203 | 131.2420203 | 1.1280e-06 | 1.1280e-06
unequal pair 5+9 cells: deficit 1.9087e-03, law 1.9086e-03 meV
wall on a plane (saddle) 172.7334 meV per column
barrier to rigid wall motion 41.4914 meV per column
half energy of mixed pair 151.9877 meV per column
wide wall: kappa 4.0, N 12, energy 1.872584 reduced
  lowest mode: antiperiodic 1.43e-06, periodic -0.02023
  pair started at 14+10 cells ends at energy 2.0e-16 reduced
kappa 8.0: lattice 2.661065, wide-wall formula 2.661111
continuum energy at kappa 0.2: 108.086 mJ/m2, ratio to lattice 1.2851
bias 0.5 MV/cm: well splitting 38.9978 meV/cell
  half-pair growth 19.4989 meV per added cell of EACH domain, per half count
  seam moved 5 cells changes energy by 186.372 meV
temperature 358.0 K: kT 30.850 meV
  thermal wall free-energy shift -14.075 meV per column (-10.7 %)
  thermal rms P in bulk cell 7.86 uC/cm2
film 10.0 nm, screening length 0.01 nm: depolarizing field 0.565 MV/cm
  wall energy then 78.586 mJ/m2 (-6.6 %)
second-neighbour coupling 0.1 kappa, first order: +16.554 mJ/m2 (19.7 %)
kappa times 0.5: wall energy 46.400 mJ/m2
kappa times 2.0: wall energy 139.918 mJ/m2
```
